# Why high-stress fits do not select a dielectric lifetime law

## Question

I am planning breakdown tests on a low-k interconnect dielectric with a 10 nm gap. There will be 20 samples at each of five fields between 5.5 and 6.5 MV/cm, and the operating field is 1 MV/cm. Log life can be fitted against $E$, $\sqrt E$ or $1/E$. If one fit has a high $R^2$, passes a goodness-of-fit test and gives a small extrapolation error, may I take that law as established? If several pass, is the linear-field law at least a safe lower bound?

## Answer

No to both. A narrow stress window fixes the level and slope of log life well, but its curvature poorly, and a long extrapolation depends on the curvature. Sufficiently precise or sufficiently wide data can separate named laws, so the useful question is how much data that takes.

### One family of laws

Let $t$ be the geometric mean life at fixed temperature, $E_s$ the central stress field, $t_s$ the life there, and $u=E/E_s$. Define

$$\ln\frac{t}{t_s}=n\,g_p(u),\qquad g_p(u)=\frac{1-u^p}{p}.$$

For $p=1,\tfrac12,-1$ this is linear in $E$, $\sqrt E$ and $1/E$ respectively. The limit $p\to0$ is $-\ln u$, a power law. Differentiation gives $d\ln t/d\ln E=-n\,u^p$, which is $-n$ at $u=1$ for every $p$. All members therefore share the same life and slope at $E_s$.

I take rough typical values: $t_s=1000$ s at 6 MV/cm and a local slope of 4 per MV/cm, so $n=4\times6=24$. At use, $u=1/6$. Subtracting the laws gives

$$n(g_{1/2}-g_1)=n\left[2(1-\sqrt u)-(1-u)\right]=n(1-\sqrt u)^2,$$

$$n(g_{-1}-g_1)=n\left[\frac1u-1-(1-u)\right]=\frac{n(1-u)^2}{u}.$$

The first is $24(0.592)^2=8.4$ and the second is $24(25/36)(6)=100$. Dividing by $\ln10$ gives gaps of 3.65 and 43.4 decades. The lives at use are $10^{11.7}$ s (linear), $10^{15.3}$ s (root) and $10^{55.1}$ s (inverse).

The order follows from

$$g_p(u)=\int_u^1 v^{p-1}\,dv.$$

Below stress $v<1$, so the integrand falls as $p$ rises. The linear law is thus the shortest of your three, but it is not a lower bound on life: the equally smooth choice $p=2$ gives $10^{8.1}$ s.

### Why the window hides the difference

Put $u=1+\delta$ and expand $u^p=1+p\delta+p(p-1)\delta^2/2+\dots$:

$$g_p=-\delta-\frac{p-1}{2}\delta^2+\dots,\qquad n|g_p-g_q|\simeq\frac{n|p-q|}{2}\delta^2 .$$

Refitting removes part of even this. Your five fields are $\delta_j=jh$ with $j=-2,\dots,2$ and $h=0.25/6=1/24$. The values of $j^2$ are $4,1,0,1,4$, with mean 2. Adjusting the level leaves $2,-1,-2,-1,2$. These numbers are symmetric in $j$, so adjusting the slope removes nothing more at this order. Their squares sum to 14.

For root against linear, the largest remaining misfit is $(24\times0.5/2)\times2/576=0.021$ in $\ln t$, or 2.1% of life. Full least-squares fits to noiseless curves give the same 2.1%, with 6.6% for root against inverse and 9.0% for inverse against linear. A 2% disagreement in the window accompanies a factor of more than 4000 at use.

### Comparison with the scatter

Assume independent Weibull lives with survival $\exp[-(T/\tau)^k]$ and $k=1.5$ at every field. Then $X=(T/\tau)^k$ has a unit exponential distribution, and $\ln T=\ln\tau+(\ln X)/k$. Since $\langle X^s\rangle=\Gamma(1+s)$, the cumulants of $\ln X$ are the derivatives of $\ln\Gamma(1+s)$ at $s=0$: the mean is $-\gamma_E$, with $\gamma_E=0.577$, and the variance is $\pi^2/6$. The mean of $N=20$ log lives therefore has standard deviation

$$\sigma=\frac{\pi}{k\sqrt{6N}}=0.191 .$$

Let $D$ be the length of the vector of remaining misfits, divided by $\sigma$. To leading order in the window width,

$$D\simeq\frac{n|p-q|h^2}{2\sigma}\sqrt{14}.$$

The full fits give $D=0.20$ for root against linear, 0.61 for root against inverse and 0.82 for inverse against linear.

$D$ sets an approximate limit on any decision rule that uses only the five mean log lives. Treat the five mean log lives as Gaussian, and compare two specific curves: one law, and the best fit of the other law to it. Let their probability densities be $f_0$ and $f_1$. A rule that chooses curve 1 when the data lie in a region $A$ has average error

$$\frac12\left[\int_A f_0+\int_{\bar A}f_1\right]\ \ge\ \frac12\int\min(f_0,f_1)=\Phi(-D/2),$$

where $\bar A$ is the rest of the data space and $\Phi$ is the standard normal distribution function. The last equality holds because, with equal independent errors, the larger density belongs to the nearer curve. The boundary then lies halfway between two points that are $D$ standard deviations apart.

For root against linear the bound is 0.46, hardly better than a coin toss. In simulated Weibull experiments, choosing the smaller residual was wrong in a fraction 0.458 of cases, averaged over the two curves. For inverse against linear the bound is 0.34. A likelihood ratio using every individual life, not just the means, lowers the error for that pair to 0.30.

With the means alone, a 5% error requires $D=2\times1.645=3.29$. Since $D\propto\sqrt N$, root against linear needs about $20(3.29/0.204)^2\approx5200$ samples per field. Inverse against linear needs about 320. At fixed $n$, $\sigma$ and number of fields, doubling the window width multiplies $D$ by about four, which is worth sixteen times the samples.

### What a good fit looks like

I drew one synthetic data set from the root law. Its geometric mean lives, from 5.50 to 6.50 MV/cm, were 7578, 3657, 820, 414 and 122 s. Here $\chi^2$ is the sum of squared residuals divided by $\sigma^2$, and the 5% rejection limit for three degrees of freedom is 7.81.

| Fitted law | $\chi^2$ | $R^2$ | $\log_{10}(t_\text{use}/\text{s})$ |
|---|---:|---:|---:|
| linear | 3.56 | 0.988 | $12.1\pm0.5$ |
| root | 3.72 | 0.988 | $15.9\pm0.7$ |
| inverse | 4.76 | 0.984 | $57\pm3$ |

All three pass, and the linear law fits slightly better than the law that generated the data. In repeated draws from the root law, all three passed in 91% of the sets.

The error bars do not cover the choice of law. For a straight line in $x=g_p$, the prediction at $x_0$ is $\bar y+\hat b(x_0-\bar x)$, where $\bar y$ is the mean of the fitted log lives and $\hat b$ the fitted slope. The errors of $\bar y$ and $\hat b$ are uncorrelated because $\sum(x_i-\bar x)=0$. Their variances are $\sigma^2/m$ and $\sigma^2/S_{xx}$, with $m=5$ and $S_{xx}=\sum(x_i-\bar x)^2$. Hence

$$\text{s.e.}=\sigma\sqrt{\frac1m+\frac{(x_0-\bar x)^2}{S_{xx}}}.$$

For the linear law one may use $E$ itself as $x$. Then $S_{xx}=10(0.25)^2=0.625$, and the standard error is $0.191\sqrt{0.2+25/0.625}=1.21$ in $\ln t$, or 0.53 decade. This formula gives the spread due to scatter alone and leaves out the bias from fitting a wrong law. Here the linear prediction lies 3.3 decades below the true 15.3, about six of its own standard errors.

### Consequence for a product

Suppose the product contains $R=10^4$ independent lengths like the test structure and may fail with probability $F=10^{-4}$. Its survival is $\exp[-R(t/\tau)^k]=1-F$, so

$$t=\tau\left[\frac{-\ln(1-F)}{R}\right]^{1/k}.$$

Because $\tau$ exceeds the geometric mean life by $e^{\gamma_E/k}$, the total shift is $(0.577-18.42)/1.5=-11.9$ in $\ln t$, or $-5.17$ decades. Applied to the matched laws above, this gives 0.105 year (38 days) for the linear law and about 470 years for the root law. A ten-year requirement is failed under one and met under the other.

### What to measure instead

Add a lower field. With 20 further samples at 4 MV/cm, the geometric mean life would be 35 days under the linear law, 77 days under the root law and about 1900 days under the inverse law. Over this wider range $D$ depends noticeably on which law of a pair is true; here I take the first-named one. If all samples are run to failure, $D$ rises to 1.5 for root against linear, 4.1 for root against inverse and 7.4 for inverse against linear. The corresponding error bounds are 0.23, 0.02 and $10^{-4}$. With the second-named law true instead, $D$ is 1.4, 5.4 and 5.2, with bounds 0.24, 0.003 and 0.005. The added test would settle the last pair but leave root against linear uncertain. Running to failure is slow: the median time of the last of 20 failures, $\tau[-\ln(1-2^{-1/20})]^{1/k}$, is about 4 months under the linear law, 8 months under the root law and 17 years under the inverse law. A test stopped early needs a likelihood that includes the survivors, and these values of $D$ then no longer apply.

Rejecting two candidates still does not prove the third. Suppose an independent second mechanism has the same $k$ and a geometric mean life $t_2=10^8$ s at every field. Survival probabilities multiply, so $\tau^{-k}=\tau_1^{-k}+\tau_2^{-k}$, and the first mechanism's log life changes by

$$-\frac1k\ln\left[1+\left(\frac{t_1}{t_2}\right)^k\right].$$

With the root law as the first mechanism, the largest change in your window is below $10^{-6}$. At 4 MV/cm, where $t_1=6.7\times10^6$ s, it is about $-0.01$, still far below $\sigma$. At use it caps the life at $10^8$ s, about three years, instead of $10^{15.3}$ s. Evidence about the mechanism is needed as well as a good curve.

### How far real structures depart from this model

Stress fields of several MV/cm are realistic for low-k dielectrics, while a 10 nm gap is at the tight end. The inverse-law life of $10^{55}$ s should be read as a sign that something else would fail first. Even within that law, a factor $E^{-2}$ in the life, with the local slope held at 24, changes the result by $2(\ln6-5)=-6.4$ in $\ln t$, or $-2.8$ decades.

The model also assumes identical gaps, whereas real gaps vary. A sample-to-sample spread of 0.3 nm adds a log-life spread of $24\times0.03=0.72$ to the Weibull value 0.855, in quadrature, and multiplies $D$ by 0.76. A 0.1 nm offset at one field shifts $\ln t$ there by 0.24, more than $\sigma$; after level and slope are refitted, the residual vector it leaves is about four to five times as long as the root–linear one. With an assumed activation energy of 0.7 eV, a 1 K oven error near 125 °C at one field only shifts $\ln t$ there by 0.05, which after refitting leaves a residual comparable to the root–linear one; the same error at all fields changes only the level if that energy does not depend on field. Use at 100 °C instead of 125 °C would add 0.6 decade under the same assumption. In a thermochemical linear law the energy falls with field by $k_BT$ times the slope, 0.137 eV per MV/cm here, so 0.7 eV at stress becomes about 1.4 eV at use and the gain is 1.2 decades. By contrast, a relative gap error common to all samples and to the product cancels when you extrapolate in voltage, because rescaling $E$ leaves each law in its own family.

The numerical output below lists the values for each pair of laws.

## Computed values

```
gap 10 nm; use 1.0, centre 6.0 MV/cm
use voltage 1.0 V, centre 6.0 V
slope 4.0 per MV/cm; n = 24; centre life 1000 s
Weibull shape 1.5; 20 samples per field; 5 fields
sd of one log life 0.855; of mean, sigma = 0.191
Matched laws, life at use field:
 linear: gain 8.69 decades, log10(t/s) = 11.69
 root: gain 12.34 decades, log10(t/s) = 15.34
 inverse: gain 52.12 decades, log10(t/s) = 55.12
 power: gain 18.68 decades, log10(t/s) = 21.68
 square: gain 5.07 decades, log10(t/s) = 8.07
gap root-linear 3.65 decades
gap inverse-linear 43.43 decades
True law / fitted law, stress window only:
 root/linear: largest misfit 2.1 % of life
  D = 0.204; error bound 0.459, simulated 0.458
  samples per field for 5 % error: 5181
 root/inverse: largest misfit 6.6 % of life
  D = 0.613; error bound 0.380, simulated 0.378
  samples per field for 5 % error: 576
 inverse/linear: largest misfit 9.0 % of life
  D = 0.822; error bound 0.340, simulated 0.338
  samples per field for 5 % error: 320
inverse/linear, all single lives used: error 0.301
all three laws pass 5 % chi2 test: 90.9 % of sets
One data set (root law true), field MV/cm: mean life s
 5.50: 7578; 5.75: 3657; 6.00: 820; 6.25: 414; 6.50: 122
chi2 limit 7.81 (3 degrees of freedom)
 linear: chi2 3.56, R2 0.9882, log10(t_use/s) 12.08 +- 0.53
 root: chi2 3.72, R2 0.9877, log10(t_use/s) 15.87 +- 0.75
 inverse: chi2 4.76, R2 0.9842, log10(t_use/s) 56.90 +- 3.13
Added test at 4.0 MV/cm, mean life in days:
 linear: 34.5 days
 root: 77.4 days
 inverse: 1883.7 days
 root/linear: D = 1.50, error bound 0.23
 root/inverse: D = 4.13, error bound 0.019
 inverse/linear: D = 7.39, error bound 0.00011
Product: length ratio 1e+04, failed fraction 1e-04
 shift from mean log life -5.17 decades
 linear: product life 0.105 years
 root: product life 468 years
 inverse: product life 2.82e+42 years
Competing mechanism, life 1e+08 s at every field:
 largest stress shift -4.5e-07 in ln t; use life 1.00e+08 s
Gap sd 0.3 nm: log-life sd 0.72, D times 0.76
Gap offset 0.1 nm at one field: 0.24 in ln t
Activation energy 0.7 eV; oven error 1 K: 0.051 in ln t
Use at 100 not 125 C: +0.59 decades
Squared-field prefactor, inverse law: -2.79 decades
```
